Oscillator Strengths of s Excitons in the Two-Dimensional Hydrogen Model, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exciton at zero separation

**Q:** You say that the s excitons of an ideal two-dimensional semiconductor have oscillator strengths falling as the inverse cube of n − 1/2. An exciton is spread over many unit cells. Before any power law, tell me which property of it light measures.

**A:** Take a sheet of area S with a filled valence band, an empty conduction band and a direct gap Eg. Light carries negligible momentum on the scale of the exciton, so it creates an electron and a hole from the same crystal momentum ħk. Call that pair state |k⟩ and the filled ground state |0⟩. The exciton is a superposition

|X⟩ = Σ_k A(k)|k⟩, with Σ_k |A(k)|² = 1.

Let P be the component along the light's polarization of the total electron momentum; where spin–orbit coupling matters, P means the free electron mass m0 times the velocity operator. Write ⟨k|P|0⟩ = p(k). Then

⟨X|P|0⟩ = Σ_k A*(k) p(k).

The first assumption is that the transition is dipole-allowed and that p(k) can be replaced by a constant p over the range of k that matters. Then

⟨X|P|0⟩ = p Σ_k A*(k).

Now define the wavefunction of the electron–hole separation r,

φ(r) = S^(−1/2) Σ_k A(k) exp(ik·r).

It is normalized, because plane waves with different k are orthogonal on the area S. At r = 0 every exponential is one, so Σ_k A(k) = √S φ(0), and

|⟨X|P|0⟩|² = S |p|² |φ(0)|².

With constant p, light measures the probability density for finding the electron and hole at the same place. I shall call |φ(0)|² the contact density.

**Q:** That is a squared matrix element. An oscillator strength is a dimensionless number with an energy in it.

**A:** Yes, and the energy will matter. For a transition of energy W the oscillator strength is

F = 2|⟨X|P|0⟩|²/(m0 W).

For a finite sheet this agrees with the dipole form. Let D be the sum of the electron coordinates along the polarization. From [H, D] = −iħP/m0 we get P = (i m0/ħ)[H, D]. Between eigenstates the commutator gives W⟨X|D|0⟩, so |⟨X|P|0⟩|² = (m0W/ħ)² |⟨X|D|0⟩|². Inserting this gives F = (2m0W/ħ²)|⟨X|D|0⟩|², the dipole form. The equality needs exact eigenstates of H. A sum of single pairs |k⟩ above |0⟩ only approximates them, and for such a state the two forms can differ. We use the momentum form for now and size the difference in the second half.

Since F grows with the area of the sheet, the useful quantity is f = F/S:

f = 2|p|² |φ(0)|²/(m0 W).

There are two dependences on the exciton level here, one through the contact density and one through W. The first needs the wavefunctions.

**Q:** Then justify the wave equation. You started with band states, and hydrogen has no bands.

**A:** Near the gap, take both bands to be parabolic and isotropic. The energy of a free pair is Eg + ħ²k²/(2μ), where μ is the reduced mass, 1/μ = 1/m_e + 1/m_h. Let the attraction V(r) scatter pairs between different k without changing the bands. The eigenvalue equation is

[Eg + ħ²k²/(2μ)] A(k) + (1/S) Σ_k′ V(k−k′) A(k′) = W A(k),

where V(k) is the integral of V(r) exp(−ik·r) over the sheet. Multiply by S^(−1/2) exp(ik·r) and sum over k. In the first term k² becomes −∇². In the second, write exp(ik·r) = exp[i(k−k′)·r] exp(ik′·r). The sum over k at fixed k′ gives V(r), and the sum over k′ gives φ(r). With E = W − Eg,

−(ħ²/2μ)∇²φ + V(r)φ = Eφ.

This leaves out electron–hole exchange, lattice vibrations, other carriers and departures from parabolic bands. The ideal model adds one more choice,

V(r) = −e²/(4πε0 κ r),

with a constant relative permittivity κ.

**Q:** In a world of two dimensions the potential of a charge would be logarithmic. Why 1/r?

**A:** The particles are confined to a plane, but their electric field is not. It spreads through the three-dimensional surroundings, and in a uniform medium it has the usual Coulomb form. The polarization of the sheet itself changes this at short distance. The ideal model ignores that, and a real monolayer will make us pay for it.

**Q:** The topic speaks of s states. What became of those with angular momentum?

**A:** Write φ = R(r) exp(imθ), with integer m. For m ≠ 0 the most singular terms near the origin are

R″ + R′/r − m²R/r² = 0.

Trying R = r^b gives b(b−1) + b − m² = 0, so b = ±|m|. The negative power is not square integrable for |m| ≥ 1: at |m| = 1 its norm already diverges logarithmically. The allowed solution behaves as r^|m| and vanishes at contact. With constant p, then, these states have no oscillator strength. For m = 0 the density at the origin can be finite.

**Q:** Let us solve for m = 0. I want to see where each factor of two goes.

**A:** Choose the length and energy

a = 4πε0 κ ħ²/(μe²), Ry = ħ²/(2μa²).

From the first definition e²/(4πε0 κ) = ħ²/(μa). With x = r/a the attraction is therefore

−ħ²/(μa²x) = −2Ry/x.

The kinetic operator is −Ry times the Laplacian in x. For a bound state write E = −q²Ry with q > 0. Dividing the wave equation by −Ry gives

R″ + R′/x + (2/x − q²)R = 0,

where a prime now means d/dx.

**Q:** This second-order equation has two solutions at the origin. The other one behaves as ln x, and ln x is square integrable in the plane. You cannot discard it by the argument you used for m ≠ 0.

**A:** True; another reason is needed. The gradient of ln r has magnitude 1/r. Its outward flux through a small circle is 2πr × 1/r = 2π, whatever the radius. By the divergence theorem the Laplacian of ln r therefore contains 2π times a delta function at the origin.

The potential term cannot cancel it. The integral of (1/r) ln r over a disc of radius b is 2π times the integral of ln r from zero to b, and this vanishes as b → 0, whereas the delta function keeps its weight. The logarithm thus solves a problem with an extra point interaction, which our Hamiltonian does not contain. We keep the solution that is finite at the origin.

**Q:** Go on. At large x the equation looks like R″ = q²R.

**A:** So a bound state decays as exp(−qx), apart from powers. Let ρ = 2qx. Each derivative with respect to x brings a factor 2q, while 1/x = 2q/ρ. The equation becomes

4q² R_ρρ + 4q² R_ρ/ρ + (4q/ρ − q²)R = 0.

Divide by 4q²:

R_ρρ + R_ρ/ρ + [1/(qρ) − 1/4]R = 0.

Now put R = exp(−ρ/2) L(ρ). Its derivatives are

R_ρ = exp(−ρ/2)(L′ − L/2),
R_ρρ = exp(−ρ/2)(L″ − L′ + L/4),

where primes on L mean d/dρ. After the exponential is removed,

L″ − L′ + L/4 + L′/ρ − L/(2ρ) + L/(qρ) − L/4 = 0.

The terms L/4 cancel. Multiplication by ρ gives

ρL″ + (1 − ρ)L′ + N L = 0, with N = 1/q − 1/2.

**Q:** At this point N is any number. What makes it an integer?

**A:** Expand L = Σ_j c_j ρ^j with c_0 = 1. Collect the coefficient of ρ^j:

j(j+1)c_(j+1) + (j+1)c_(j+1) − j c_j + N c_j = 0.

The first two terms add to (j+1)²c_(j+1), so

c_(j+1) = (j − N) c_j/(j+1)².

Suppose that no coefficient vanishes. For large enough j the factor (j − N)/(j+1) exceeds 3/4, and all later coefficients have the same sign. They then grow at least as fast, from one to the next, as those of exp(3ρ/4), whose ratio is (3/4)/(j+1). Apart from a constant factor and a polynomial, L grows at least as exp(3ρ/4), and R = exp(−ρ/2)L grows at least as exp(ρ/4). That is no bound state.

The series must therefore end. This happens when N = 0, 1, 2, .... Label the states by n = N + 1. Then 1/q = n − 1/2, and

E_n = −Ry/(n − 1/2)², n = 1, 2, 3, ....

**Q:** The half looks like an accident of notation. Could I relabel it away?

**A:** No relabelling by an integer removes it. It came from −L/(2ρ), which is the term R_ρ/ρ acting on the decaying exponential. That term measures how the circumference of a circle grows with its radius. In three dimensions the corresponding term is 2R_ρ/ρ. It gives −L/ρ, so that 1/q − 1 would be the integer, and 1/q would be a whole number. The half belongs to the plane.

It has large consequences for low levels. The lowest state has q = 2, a binding energy of 4Ry and a wavefunction proportional to exp(−2r/a).

**Q:** You have the shape of the wavefunction, with R(0) = 1. The contact density depends on its norm, and that is where I expect a result to be quoted from a table.

**A:** We can compute it. The recurrence for the coefficients, with N an integer, gives

c_j = (−1)^j N!/[(N−j)! (j!)²].

To check this, the ratio of neighbouring values is −(N−j)/(j+1)², as required. The same polynomial can be written

L_N(ρ) = (1/N!) exp(ρ) d^N/dρ^N [ρ^N exp(−ρ)].

Indeed, in the product rule the term with j derivatives on the exponential has the binomial factor N!/[j!(N−j)!], a sign (−1)^j, and the remaining derivative of the power, (N!/j!)ρ^j. After division by N! this is c_j ρ^j.

The integral we need is

I_N = ∫₀^∞ ρ exp(−ρ) L_N² dρ.

Replace one factor L_N by the derivative form. The exponentials cancel, leaving

I_N = (1/N!) ∫₀^∞ [ρL_N] d^N/dρ^N [ρ^N exp(−ρ)] dρ.

Integrate by parts N times. Each boundary term contains fewer than N derivatives of ρ^N exp(−ρ), so it vanishes at zero through a remaining power of ρ and at infinity through the exponential. Hence

I_N = [(−1)^N/N!] ∫₀^∞ ρ^N exp(−ρ) d^N/dρ^N [ρL_N] dρ.

**Q:** The last derivative still contains a polynomial of degree N + 1.

**A:** But N derivatives leave just its two highest powers. These are c_N ρ^(N+1) and, for N ≥ 1, c_(N−1)ρ^N, with

c_N = (−1)^N/N!, c_(N−1) = −(−1)^N N/(N−1)!.

The derivative of the first term is c_N (N+1)! ρ = (−1)^N (N+1)ρ. That of the second is c_(N−1)N! = −(−1)^N N². For N = 0 the second term is absent, and N² is zero, so the same expression holds. The two signs (−1)^N multiply to one:

I_N = (1/N!) ∫₀^∞ ρ^N exp(−ρ)[(N+1)ρ − N²] dρ.

The integral of ρ^N exp(−ρ) is N!, and that of ρ^(N+1) exp(−ρ) is (N+1)!. Therefore

I_N = (N+1)² − N² = 2N + 1 = 2(n − 1/2).

**Q:** Put the units back.

**A:** Let φ_n(r) = C_n R_n(r), so that C_n² = |φ_n(0)|². Normalization in the plane requires

1 = C_n² ∫₀^∞ 2πr R_n² dr = C_n² 2πa² ∫₀^∞ x R_n² dx.

Since x = ρ/(2q), the product x dx equals ρ dρ/(4q²). Hence

1 = C_n² [2πa²/(4q²)] I_N
= C_n² (πa²/2)(n − 1/2)² × 2(n − 1/2).

The result is

|φ_n(0)|² = 1/[πa²(n − 1/2)³].

Two powers come from the area, whose scale is a²/q². The third comes from I_N: as nodes are added, more of the norm lies far out, measured in the decay length itself.

**Q:** Try a case that does not need the polynomial identity.

**A:** For n = 1, R = exp(−2r/a). The integral of 2πr exp(−4r/a) is 2π(a/4)² = πa²/8. The contact density is therefore 8/(πa²), as the formula gives with (1/2)³ = 1/8.

**Q:** One case will not establish the power. Would an inverse cube of n itself do almost as well?

**A:** Not for the first levels. From n = 1 to n = 2 the contact density falls by (1.5/0.5)³ = 27. An inverse cube of n would give 8. The two laws approach each other at large n.

There is also a numerical test that does not use the derived energies or norms. The radial Hamiltonian was diagonalized in 80 functions that all share one fixed decay constant, 0.8/a. None of the exact states has that constant, so none is a member of the basis. For n = 1 to 6 the largest relative difference from the derived law was 9 × 10⁻¹³ in energy and 8 × 10⁻¹⁰ in contact density. A straight-line fit of the logarithm of the computed contact densities against the logarithm of n − 1/2 gave a power of −3.000000.

## Second half: strengths, the continuum and a real monolayer

**Q:** Restate what we may use.

**A:** The separation of electron and hole is r, their reduced mass is μ, and κ is the relative permittivity. The Bohr radius a and energy Ry = ħ²/(2μa²) set the scales, with x = r/a. The gap for free pairs is Eg, the free electron mass is m0, and p is the interband momentum matrix element, taken as constant. The photon energy of level n is W_n. We found

E_n = −Ry/(n − 1/2)²,
|φ_n(0)|² = 1/[πa²(n − 1/2)³],
f_n = 2|p|²|φ_n(0)|²/(m0 W_n),

where f_n is the oscillator strength per area.

**Q:** Then f_n is not an inverse cube. Its denominator contains W_n = Eg + E_n, which changes with n.

**A:** Correct. Insert the contact density:

f_n W_n = [2|p|²/(πm0a²)] (n − 1/2)^(−3).

Within the model the inverse cube is exact for f_n W_n, or equally for the squared matrix element per area. The oscillator strength itself obeys it to leading order when the binding energy is small beside the gap. The ratio of two strengths is

f_1/f_n = (2n − 1)³ W_n/W_1.

The last factor exceeds one for n > 1, because the deepest exciton has the smallest photon energy. In the momentum form with constant p it makes the fall of f_n steeper than the cube. Had the dipole element been held constant instead, f_n would be proportional to W_n and the factor would be inverted, so this correction depends on which element is taken as constant.

**Q:** How much is left for the higher levels?

**A:** Sum the contact densities. Since (n − 1/2)^(−3) = 8/(2n − 1)³, we need the sum of the inverse cubes of the odd integers. Let ζ(3) be the sum over all positive integers. The even ones contribute ζ(3)/8, so the odd ones give 7ζ(3)/8. Thus

Σ_n (n − 1/2)^(−3) = 7ζ(3) = 8.4144.

The lowest level contributes 8, or 95.1% of the contact density of all bound states.

**Q:** I follow the integral, but why a cube? Is there a reason that survives without Laguerre polynomials?

In the ideal model, the contact density of the s excitons, and with constant p the product f_nW_n, fall exactly as the inverse cube of n − 1/2, while f_n itself does so only when the binding energy is small beside the gap. It remains to find a reason for the cube without Laguerre polynomials, to connect the bound levels to the absorption above the gap, and to test the law in monolayer WS2.
